# Strong-field ionization from Volkov states and its tunnelling limit

## A constant field

Atomic units are used, and the electron has charge $-1$. An electron is bound with energy $-\kappa^2/2$ in a well of negligible range, and a constant field of strength $F$ pulls it along $x$. Outside the well its potential energy is $-Fx$. At the bound energy the local wave number is imaginary, with modulus $\sqrt{\kappa^2-2Fx}$, up to the exit $x=\kappa^2/(2F)$. The wave function decays through the barrier as the exponential of minus the integral of this modulus, and the probability has twice that exponent:

$$2\int_0^{\kappa^2/2F}\!\sqrt{\kappa^2-2Fx}\,dx=2\left[-\frac{(\kappa^2-2Fx)^{3/2}}{3F}\right]_0^{\kappa^2/2F}=\frac{2\kappa^3}{3F}. \tag{1}$$

The same number follows from an integral over time. Take a free electron whose momentum along the field is $Ft$ in magnitude, and let $S(t)=\int_0^t\frac12(F^2t'^2+\kappa^2)\,dt'$ be the phase it accumulates relative to the bound state. This phase is stationary where $F^2t^2=-\kappa^2$, at $t=i\kappa/F$. There

$$iS=i\left(\frac{\kappa^2t}{2}+\frac{F^2t^3}{6}\right)=-\frac{\kappa^3}{2F}+\frac{\kappa^3}{6F}=-\frac{\kappa^3}{3F}, \tag{2}$$

and squaring $e^{iS}$ gives (1) again. The second calculation carries over to an oscillating field, where energy is not conserved and a static barrier is not available. The amplitude that contains $e^{iS}$ must first be derived.

## Volkov states

In the dipole approximation and length gauge, a field along $z$ gives

$$H=\tfrac12\hat{\mathbf p}^2+V+zF(t),\qquad F(t)=-\dot A(t). \tag{3}$$

Without $V$, try a plane wave with a time-dependent momentum, $\chi=(2\pi)^{-3/2}e^{i\mathbf k(t)\cdot\mathbf r-i\theta(t)}$. The Schrödinger equation becomes

$$-\dot{\mathbf k}\cdot\mathbf r+\dot\theta=\tfrac12k^2+zF(t).$$

The terms linear in $\mathbf r$ require $\dot{\mathbf k}=-F\hat{\mathbf z}=\dot A\,\hat{\mathbf z}$, which is Newton's law for charge $-1$. The rest requires $\dot\theta=k^2/2$. Hence

$$\chi_{\mathbf p}=(2\pi)^{-3/2}\exp\left[i\mathbf k(t)\cdot\mathbf r-\frac i2\int_0^t k^2dt'\right],\quad \mathbf k(t)=\mathbf p+A(t)\hat{\mathbf z}. \tag{4}$$

This solution is exact for the free electron in the field. The label $\mathbf p$ is the momentum left after a pulse, when $A=0$; in a steady oscillation it is the cycle average of $\mathbf k$.

## The ionization amplitude

Let $U$ be the propagator of $H$ and $U_0$ that of $H_0=\hat{\mathbf p}^2/2+V$. Since

$$\frac{d}{dt}\left[U(T,t)U_0(t,t_0)\right]=iU(H-H_0)U_0=iU\,zF\,U_0,$$

integration from $t_0$ to $T$ gives the exact identity

$$U(T,t_0)\psi_0=U_0(T,t_0)\psi_0-i\int_{t_0}^{T}U(T,t)\,zF(t)\,U_0(t,t_0)\psi_0\,dt. \tag{5}$$

The first term is the undisturbed bound state and is not counted as ionization. In the second, the strong-field approximation replaces $U$ by the Volkov propagator, so the well is ignored after release. This drops later scattering from the well, depletion, and the distortion of the bound state by the field. Because $\chi_{\mathbf p}$ evolves under the Volkov propagator, projection at time $T$ equals projection at time $t$. With the bound phase $e^{i\kappa^2t/2}$,

$$M_{\mathbf p}=-i\int\langle\mathbf k(t)|zF(t)|\psi_0\rangle e^{iS(t)}dt,\quad S(t)=\frac12\int_0^t\left[k^2(t')+\kappa^2\right]dt', \tag{6}$$

where $|\mathbf k\rangle$ is a plane wave with the factor $(2\pi)^{-3/2}$.

The matrix element can be simplified. Let $\varphi(\mathbf k)=\langle\mathbf k|\psi_0\rangle$. Differentiating $e^{-i\mathbf k\cdot\mathbf r}$ shows that $\langle\mathbf k|z|\psi_0\rangle=i\,\partial\varphi/\partial k_z$. As $F=-\dot k_z$, the element in (6) is $-i\,d\varphi(\mathbf k(t))/dt$, and

$$M_{\mathbf p}=-\int\dot\varphi\,e^{iS}dt=-\left[\varphi e^{iS}\right]+i\int\dot S\,\varphi\,e^{iS}dt. \tag{7}$$

The bound-state equation in momentum space reads $\frac12k^2\varphi+\langle\mathbf k|V|\psi_0\rangle=-\frac12\kappa^2\varphi$, so $\dot S\varphi=-\langle\mathbf k|V|\psi_0\rangle$. Apart from the boundary term, $zF$ has been exchanged for $V$.

The boundary term needs care. For a pulse, $\dot S$ is constant after the end $T$, and extending the last integral in (7) with a weak damping adds

$$i\dot S\varphi e^{iS(T)}\int_0^\infty e^{(i\dot S-\epsilon)s}ds=\frac{i\dot S\,\varphi\,e^{iS(T)}}{\epsilon-i\dot S}\to-\varphi e^{iS(T)}.$$

This is the upper boundary term; the lower one arises likewise from times before the pulse. The form with $V$ is therefore valid for a pulse if its integral covers all times with this damping.

Now take the steady field

$$F(t)=F\cos\omega t,\qquad A(t)=-\frac F\omega\sin\omega t. \tag{8}$$

The cycle average of $A^2/2$ is the ponderomotive energy $U_p=F^2/(4\omega^2)$. Over one period $S$ grows by $(2\pi/\omega)(p^2/2+\kappa^2/2+U_p)$. Successive cycles add in phase when this is $2\pi n$:

$$\tfrac12p^2+\tfrac12\kappa^2+U_p=n\omega. \tag{9}$$

Then $\varphi e^{iS}$ is periodic and the boundary terms of one cycle cancel. From here on $M_{\mathbf p}$ for the steady field means the contribution of one cycle at a momentum satisfying (9).

For the zero-range well, $\psi_0=\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$. The angular integral of the plane wave leaves

$$\varphi=\frac{1}{(2\pi)^{3/2}}\sqrt{\frac{\kappa}{2\pi}}\,\frac{4\pi}{k}\int_0^\infty\!\sin(kr)\,e^{-\kappa r}dr=\frac{\sqrt\kappa}{\pi(k^2+\kappa^2)}. \tag{10}$$

With $\dot S=(k^2+\kappa^2)/2$ the denominator cancels, and

$$M_{\mathbf p}=\frac{i\sqrt\kappa}{2\pi}\int e^{iS(t)}dt. \tag{11}$$

The cancellation matters because $k^2+\kappa^2=0$ is also the condition for a stationary phase. In the form (6) a pole would sit at the saddle; in (11) the plain saddle-point formula applies.

## Saddle points

Split $\mathbf p$ into $p_\parallel$ along the field and $p_\perp$ across it, and put $\kappa_\perp^2=\kappa^2+p_\perp^2$, $\phi=\omega t$. The condition $\dot S=0$ is $(p_\parallel+A)^2=-\kappa_\perp^2$, or

$$\sin\phi=\frac\omega F(p_\parallel\pm i\kappa_\perp). \tag{12}$$

It has no real solution: a free electron cannot have the negative kinetic energy $-\kappa^2/2$ at a real time. In the upper half-plane there are two solutions per cycle,

$$\phi_1=\arcsin\left[\frac\omega F(p_\parallel+i\kappa_\perp)\right],\qquad \phi_2=\pi-\phi_1^*. \tag{13}$$

They have the same imaginary part $y$, so one horizontal line passes through both. The integrand is analytic and, by (9), periodic, so the contour can be raised to that line: the two vertical sides cancel. To see where the integrand is large there, integrate the action:

$$S=n\phi+\frac{p_\parallel F}{\omega^2}(\cos\phi-1)-\frac{U_p}{2\omega}\sin2\phi. \tag{14}$$

With $\phi=x+iy$, the logarithm of $|e^{iS}|$ is

$$-\mathrm{Im}\,S=-ny+\frac{p_\parallel F}{\omega^2}\sin x\sinh y+\frac{U_p}{2\omega}\cos2x\sinh2y.$$

Its $x$ derivative is $(F^2/\omega^3)\cos x\,\sinh y\,[\omega p_\parallel/F-\sin x\cosh y]$. The bracket vanishes at the two saddles, where $\sin x=\omega p_\parallel/(F\cosh y)$, and falls through zero as $\sin x$ grows. The saddles are thus the maxima on the line, and the points $\cos x=0$ between them are minima.

Near a saddle, $e^{iS}$ is a Gaussian in time governed by $\ddot S=-(p_\parallel+A)F\cos\phi$. At $\phi_1$ one has $p_\parallel+A=-i\kappa_\perp$, so $-i\ddot S=\kappa_\perp F\cos\phi_1$. At $\phi_2$ both $p_\parallel+A=+i\kappa_\perp$ and $\cos\phi_2=-\cos\phi_1^*$ change sign, so $-i\ddot S=\kappa_\perp F\cos\phi_1^*$. Both have positive real part, and

$$M_{\mathbf p}\simeq\frac{i\sqrt\kappa}{2\pi}\sum_{j=1,2}\sqrt{\frac{2\pi}{-i\ddot S_j}}\;e^{iS_j}, \tag{15}$$

with the principal root. At small $\gamma$ (defined below) the Gaussian has width of order $1/\sqrt{\kappa F}$, while the saddle lies about $\kappa/F$ from the real axis. The ratio is $\sqrt{F/\kappa^3}$, so in this regime (15) requires $F\ll\kappa^3$. At large $\gamma$ the width is of order $1/(\kappa\sqrt\omega)$ and must be short compared with $1/\omega$, so the condition becomes $\omega\ll\kappa^2$.

The two terms are releases in opposite half-cycles that end with the same momentum, and they interfere. At $p_\parallel=0$ the saddles are half a period apart and (14) gives $S_2-S_1=n\pi$. The amplitude doubles for even $n$ and vanishes for odd $n$. The exponent derived next is the weight of one saddle, on which this interference is superposed.

## The exponent at zero momentum

At $\mathbf p=0$ define the Keldysh parameter

$$\gamma=\frac{\kappa\omega}{F}. \tag{16}$$

Then $\sin\phi_1=i\gamma$, so $t_1=i\tau_s$ with $\sinh\omega\tau_s=\gamma$. On the imaginary axis $t=i\tau$ one has $A^2=-(F/\omega)^2\sinh^2\omega\tau$. With $|e^{iS}|^2=e^{-\Phi}$,

$$\begin{aligned}\Phi&=2\,\mathrm{Im}\,S(i\tau_s)=\int_0^{\tau_s}\left[\kappa^2-\frac{F^2}{\omega^2}\sinh^2\omega\tau\right]d\tau\\&=\kappa^2\tau_s-\frac{F^2}{\omega^2}\left[\frac{\sinh2\omega\tau_s}{4\omega}-\frac{\tau_s}{2}\right].\end{aligned} \tag{17}$$

Insert $\sinh2\omega\tau_s=2\gamma\sqrt{1+\gamma^2}$ and $F^2/\omega^2=\kappa^2/\gamma^2$:

$$\Phi=\frac{\kappa^2}{\omega}\left[\left(1+\frac1{2\gamma^2}\right)\mathrm{arsinh}\,\gamma-\frac{\sqrt{1+\gamma^2}}{2\gamma}\right]. \tag{18}$$

For small $\gamma$ use $\mathrm{arsinh}\,\gamma=\gamma-\gamma^3/6+3\gamma^5/40-\dots$ and $\sqrt{1+\gamma^2}=1+\gamma^2/2-\gamma^4/8+\dots$. The terms $1/(2\gamma)$ cancel. The coefficient of $\gamma$ is $1-\frac1{12}-\frac14=\frac23$, and that of $\gamma^3$ is $-\frac16+\frac3{80}+\frac1{16}=-\frac1{15}$. Since $\kappa^2/\omega=\kappa^3/(\gamma F)$,

$$\Phi=\frac{2\kappa^3}{3F}\left(1-\frac{\gamma^2}{10}+\dots\right),\qquad e^{-\Phi}\to e^{-2\kappa^3/3F}. \tag{19}$$

This is the static barrier exponent (1) at the peak field. The reason is visible in $\omega\tau_s\simeq\gamma$: for small $\gamma$ the imaginary time $\tau_s\simeq\kappa/F$ is short compared with $1/\omega$, and the field hardly changes over it.

Two conditions must be kept apart. The relative error of the static exponent is small when $\gamma^2/10\ll1$. The weight itself, however, is off by the factor $\exp[\kappa^3\gamma^2/(15F)]$ to this order, which is near one only if $\kappa^3\gamma^2/(15F)\ll1$. The second condition is stricter than the first by the factor $2\kappa^3/(3F)$, the static exponent itself, which is large for $F\ll\kappa^3$.

In the opposite limit $\gamma\gg1$, (18) becomes $\Phi\simeq(\kappa^2/\omega)(\ln2\gamma-\frac12)$, so that

$$e^{-\Phi}\simeq\left(\frac{\sqrt e\,F}{2\kappa\omega}\right)^{2N},\qquad N=\frac{\kappa^2}{2\omega}. \tag{20}$$

The weight is a power of the intensity $F^2$ with exponent $N$, the binding energy in units of $\omega$. This is the multiphoton law, within the same approximation and for $N\gg1$. The next term in $\Phi$ is $N\ln(2\gamma)/\gamma^2$; it too must be small compared with one if (20) is to give the weight itself and not only the leading exponent.

## Nonzero momentum

Because $\partial S/\partial t=0$ at the saddle, the shift of $t_1$ does not contribute to the first derivative of $\Phi$; the explicit dependence of $S$ on $\mathbf p$ suffices. For the transverse part, $\partial S/\partial(p_\perp^2)=t/2$, so the coefficient of $p_\perp^2$ in $\Phi$ is $\mathrm{Im}\,t_1=\mathrm{arsinh}\,\gamma/\omega$.

For the parallel part,

$$\frac{\partial\Phi}{\partial p_\parallel}=2\,\mathrm{Im}\left[p_\parallel t_1+\frac F{\omega^2}(\cos\omega t_1-1)\right]. \tag{21}$$

To first order in $p_\parallel$, (12) gives $\omega t_1=i\,\mathrm{arsinh}\,\gamma+\delta$ with $\delta=\omega p_\parallel/(F\sqrt{1+\gamma^2})$, and $\cos\omega t_1=\sqrt{1+\gamma^2}-i\gamma\delta$. Inserting this and integrating over $p_\parallel$ gives

$$\Phi(\mathbf p)\simeq\Phi+\frac{\mathrm{arsinh}\,\gamma}{\omega}\,p_\perp^2+\frac1\omega\left[\mathrm{arsinh}\,\gamma-\frac{\gamma}{\sqrt{1+\gamma^2}}\right]p_\parallel^2. \tag{22}$$

The bracket is zero at $\gamma=0$ and has the positive derivative $\gamma^2/(1+\gamma^2)^{3/2}$, so zero momentum is indeed the minimum of $\Phi(\mathbf p)$. For small $\gamma$ the coefficients become $\kappa/F$ and $\gamma^3/(3\omega)$.

Both follow from the static exponent. Replacing $\kappa$ by $\kappa_\perp$ in $2\kappa^3/3F$ adds $\kappa p_\perp^2/F$: transverse motion raises the barrier. A release at phase $\phi$ gives $p_\parallel=(F/\omega)\sin\phi$ and meets the weaker field $F\cos\phi$. This adds $\kappa^3\phi^2/(3F)=\gamma^3p_\parallel^2/(3\omega)$.

## The rate in a constant field

For $A=-Ft$ each $p_\parallel$ has one saddle in the upper half-plane, $t=(p_\parallel+i\kappa_\perp)/F$, and there is no interference. With $-i\ddot S=\kappa_\perp F$, and $\kappa_\perp\simeq\kappa$ in the prefactor,

$$|M_{\mathbf p}|^2\simeq\frac{\kappa}{4\pi^2}\,\frac{2\pi}{\kappa F}\,e^{-2\kappa^3/3F-\kappa p_\perp^2/F}=\frac{1}{2\pi F}\,e^{-2\kappa^3/3F-\kappa p_\perp^2/F}. \tag{23}$$

The transverse integral is $\pi F/\kappa$, which leaves $e^{-2\kappa^3/3F}/(2\kappa)$ per unit $p_\parallel$. The release time has real part $p_\parallel/F$, so a time $dt$ fills an interval $dp_\parallel=F\,dt$. The rate is

$$\Gamma=\frac{F}{2\kappa}\,e^{-2\kappa^3/3F}\qquad(F\ll\kappa^3). \tag{24}$$

This can be checked without the strong-field approximation. The decaying state in the zero-range well has a complex energy $E$ with $\Gamma=-2\,\mathrm{Im}\,E$. Its wave function is the outgoing Green function from the well, which near $r=0$ must behave as $1/r-\kappa$, like the field-free bound state. The propagator from the origin back to itself is $(2\pi it)^{-3/2}e^{iS_c}$. The classical return path $x=\frac12Fs(s-t)$ has action $S_c=F^2t^3/24-F^2t^3/12=-F^2t^3/24$. Matching to the field-free case gives

$$\int_0^\infty\frac{dt}{t^{3/2}}\left[e^{iEt-iF^2t^3/24}-e^{-i\kappa^2t/2}\right]=0, \tag{25}$$

with the contour turned into the lower half-plane by an angle between $0$ and $\pi/3$. In this sector the factor $e^{-iF^2t^3/24}$ decays and the integral converges for complex $E$; a larger turn, such as onto the negative imaginary axis, makes that factor grow.

## Worked example

Take the round model parameters $\kappa=1$, $F=0.06$, $\omega=0.02$. Then $\gamma=0.02/0.06=0.333$ and $U_p=0.0036/0.0016=2.25$ hartree. The imaginary saddle time is $\tau_s=16.37$, against the static estimate $\kappa/F=16.67$. With $\mathrm{arsinh}\,\gamma=\omega\tau_s=0.32745$, (18) gives

$$\Phi=50\,(5.5\times0.32745-1.58114)=10.99.$$

The static value is $2/(3\times0.06)=11.11$. The exponents differ by about 1%, yet the weights, $1.68\times10^{-5}$ and $1.49\times10^{-5}$, differ by a factor 1.13. The estimate $\kappa^3\gamma^2/(15F)=0.12$ accounts for this.

The coefficients in (22) are 16.4 and 0.561. A weight $e^{-cp^2}$ has rms width $1/\sqrt{2c}$, which is 0.17 for each transverse axis and 0.94 along the field. These are the widths in the quadratic approximation (22). The momentum distribution is centred at zero and is roughly five times as wide along the polarization axis as across it. The higher terms left out of (22) raise $\Phi(\mathbf p)$ by only about 0.03 at $p_\parallel=0.9$, but by 0.24 at $p_\parallel=1.5$. They cut down the tails, so the actual distribution along the field is narrower, with an rms width near 0.8.

At $p_\parallel=0.3$, $p_\perp=0.1$, condition (9) reads $(0.05+0.5+2.25)/0.02=140$, an integer. Direct integration over one cycle gives $|M_{\mathbf p}|=1.050\times10^{-2}$ from both (6) and (11); the two saddles give $1.063\times10^{-2}$. The complex saddle sum is off by 1.2% relative to the direct integral.

The exponent can also be measured from direct integrals. At fixed $\gamma$, (18) is proportional to $1/F$. The slope of $\ln(F|\int e^{iS}dt|^2)$ against $1/F$, taken at zero momentum and even $n$ between fields near 0.05 and 0.04, should therefore be $-F\Phi$. It is $-0.614$ at $\gamma=1$, $-0.650$ at $0.5$ and $-0.665$ at $0.1$, while (18) gives $-0.615$, $-0.651$ and $-0.666$. The static limit is $-2/3$.

For a constant field of 0.06, (24) gives $0.03\times1.4945\times10^{-5}=4.48\times10^{-7}$ a.u., or $1.85\times10^{10}\ \mathrm{s}^{-1}$. The resonance condition (25) gives $4.08\times10^{-7}$ a.u., or $1.69\times10^{10}\ \mathrm{s}^{-1}$, which is 0.91 of the formula. This ratio is 0.88 at $F=0.08$ and 0.94 at $F=0.04$; a straight line through these two points reaches 0.993 at $F=0$. The numbers support (24), prefactor included, as the weak-field limit, and show that its corrections are still near 10% at $F=0.06$. The numerical output below lists the values in full.

These results hold for a short-range well. A Coulomb tail $-Z/x$ lowers the barrier and, to first order, reduces the integral of the wave-number modulus, taken from a fixed inner point $x_0>0$ to the exit, by $\int_{x_0}^{\kappa^2/2F} Z\,dx/(x\sqrt{\kappa^2-2Fx})$. This grows as $(Z/\kappa)\ln(1/F)$ for weak fields. The probability exponent drops by twice this amount, so the tail multiplies the rate by a factor proportional to $F^{-2Z/\kappa}$ and leaves the leading exponent $-2\kappa^3/3F$ in place. When $F$ approaches $\kappa^3$, the saddle formula and the neglect of bound-state distortion both lose their justification.

## Calculated quantities

```
kappa = 1.000 a.u.
field amplitude F = 0.060 a.u.
angular frequency omega = 0.020 a.u.
Keldysh parameter gamma = 0.33333 (dimensionless)
binding energy = 0.5000 hartree = 13.606 eV
ponderomotive energy = 2.2500 hartree
imaginary saddle time at p=0 = 16.3725 a.u.
static estimate kappa/F = 16.6667 a.u.
full exponent Phi = 10.99185 (dimensionless)
static exponent 2kappa^3/3F = 11.11111
exponent with -gamma^2/10 term = 10.98765
exp(-Phi) = 1.68384e-05
exp(-static exponent) = 1.49453e-05
ratio of these weights = 1.1267
kappa^3 gamma^2/(15F) = 0.1235
barrier exit = 8.3333 bohr
barrier integral = 11.11111 (dimensionless)
p_par^2 coefficient = 0.56112 a.u., small-gamma form 0.61728
p_perp^2 coefficient = 16.37251 a.u., small-gamma form 16.66667
rms width p_par = 0.9440 a.u.
rms width per transverse axis = 0.1748 a.u.
test momentum p_par = 0.30, p_perp = 0.10 a.u.
photon number n = 140.000000
saddle phase 1 = 0.09492 + 0.33046 i rad
saddle phase 2 = 3.04667 + 0.33046 i rad
|M| per cycle, well form = 1.050118e-02 a.u.
|M| per cycle, length form = 1.050118e-02 a.u.
|M| per cycle, two saddles = 1.062626e-02 a.u.
relative error of complex saddle sum = 0.01191
gamma 1.0: slope vs 1/F = -0.61383 a.u., formula -0.61495
gamma 0.5: slope vs 1/F = -0.65041 a.u., formula -0.65120
gamma 0.2: slope vs 1/F = -0.66329 a.u., formula -0.66403
gamma 0.1: slope vs 1/F = -0.66526 a.u., formula -0.66600
static-limit slope -2kappa^3/3 = -0.66667 a.u.
constant F 0.08 a.u.: resonance rate 8.49656e-06, tunnel formula 9.61478e-06 a.u., ratio 0.8837
constant F 0.06 a.u.: resonance rate 4.08256e-07, tunnel formula 4.48360e-07 a.u., ratio 0.9106
constant F 0.04 a.u.: resonance rate 1.08446e-09, tunnel formula 1.15555e-09 a.u., ratio 0.9385
ratio extrapolated to F=0 = 0.9933
tunnel rate at F=0.06 a.u. = 1.8536e+10 s^-1
resonance rate at F=0.06 a.u. = 1.6878e+10 s^-1
```
